# Threshold for electron-initiated impact ionization in direct parabolic bands: a numerical check

```python
"""
Electron-initiated impact ionization in direct, isotropic parabolic bands.
Result under test: E_th = E_g (2 m_e + m_h) / (m_e + m_h),
where E_th is the least initial kinetic energy above the conduction edge,
E_g the gap, m_e and m_h the electron and hole masses (electron masses).
Algebra is in atomic units; printed energies are in eV and wave vectors
in inverse angstrom. The final particles are two electrons and one hole.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def threshold_formula(gap, me, mh):
    return gap * (2 * me + mh) / (me + mh)


def conduction_energy(k, me):
    return np.dot(k, k) / (2 * me)


def valence_energy(k, gap, mh, maximum):
    return -gap - np.dot(k - maximum, k - maximum) / (2 * mh)


def search_threshold(gap, me, mh, maximum=None, starts=16):
    """Minimize the initial energy subject to conservation of energy.

    Unknowns are the initial conduction and valence wave vectors and one
    final wave vector; momentum conservation supplies the other one.
    """
    if maximum is None:
        maximum = np.zeros(3)
    scale = np.sqrt(2 * me * gap)

    def unpack(x):
        ki, kv, k1 = scale * x.reshape(3, 3)
        return ki, kv, k1, ki + kv - k1

    def initial(x):
        return conduction_energy(unpack(x)[0], me) / gap

    def imbalance(x):
        ki, kv, k1, k2 = unpack(x)
        before = conduction_energy(ki, me) + valence_energy(
            kv, gap, mh, maximum)
        after = conduction_energy(k1, me) + conduction_energy(k2, me)
        return (before - after) / gap

    rng = np.random.default_rng(7)
    best = None
    for _ in range(starts):
        result = minimize(initial, rng.normal(size=9), method="SLSQP",
                          constraints={"type": "eq", "fun": imbalance},
                          options={"ftol": 1e-12, "maxiter": 500})
        if np.all(np.isfinite(result.x)) and abs(imbalance(result.x)) < 1e-7:
            if best is None or initial(result.x) < initial(best):
                best = result.x
    assert best is not None
    return initial(best) * gap, unpack(best)


def eigenvalue_threshold(gap, me, mh):
    """Maximize initial over final kinetic energy, then scale to the gap."""
    initial_form = np.ones((3, 3)) / (2 * me)
    final_form = np.diag([1 / (2 * me), 1 / (2 * me), 1 / (2 * mh)])
    largest = eigh(initial_form, final_form, eigvals_only=True)[-1]
    return gap * largest / (largest - 1)


def least_final_energy(ki, gap, me, mh):
    """Minimize the energy of two electrons and a hole at fixed momentum."""
    def energy(x):
        k1, k2 = x.reshape(2, 3)
        kh = ki - k1 - k2
        return (gap + conduction_energy(k1, me)
                + conduction_energy(k2, me) + np.dot(kh, kh) / (2 * mh))
    return minimize(energy, np.zeros(6), method="BFGS").fun


# Separation of the final kinetic energy into common and relative motion.
a, b, c = sp.symbols("a b c", real=True)
se, sh = sp.symbols("se sh", positive=True)
total_mass = 2 * se + sh
common = (a + b + c) / total_mass
kinetic = a**2 / (2 * se) + b**2 / (2 * se) + c**2 / (2 * sh)
relative = sum(m * (k / m - common)**2 / 2
               for k, m in ((a, se), (b, se), (c, sh)))
separated = (a + b + c)**2 / (2 * total_mass) + relative
assert sp.simplify(kinetic - separated) == 0

# Model parameters.
gap_ev, me, mh = 3.4, 0.20, 1.0
gap = gap_ev / HARTREE_EV
mass_sum = 2 * me + mh
eth = threshold_formula(gap, me, mh)

# Threshold from the band energies, for several mass pairs.
for test_me, test_mh in ((me, mh), (0.2, 0.2), (0.5, 0.1)):
    found, vectors = search_threshold(gap, test_me, test_mh)
    expected = threshold_formula(gap, test_me, test_mh)
    assert abs(found / expected - 1) < 1e-5
    ki, kv, k1, k2 = vectors
    velocity = ki / (2 * test_me + test_mh)
    for k, mass in ((k1, test_me), (k2, test_me), (-kv, test_mh)):
        error = np.linalg.norm(k / mass - velocity)
        assert error < 2e-3 * np.linalg.norm(velocity)

searched, (ki, kv, k1, k2) = search_threshold(gap, me, mh)
norm = np.linalg.norm

# Forbidden below, allowed above, and the least final energy itself.
margins = []
for factor in (0.98, 1.02):
    energy = factor * eth
    k_fixed = np.array([np.sqrt(2 * me * energy), 0.0, 0.0])
    lowest = least_final_energy(k_fixed, gap, me, mh)
    bound = gap + np.dot(k_fixed, k_fixed) / (2 * mass_sum)
    assert abs(lowest - bound) < 1e-7
    margins.append(energy - lowest)
assert margins[0] < 0 < margins[1]

# Explicit allowed event above threshold.
event_ev = 4.5
event = event_ev / HARTREE_EV
k_event = np.array([np.sqrt(2 * me * event), 0.0, 0.0])
spare = (event - eth) * (me + mh) / mass_sum
q = np.array([0.0, np.sqrt(me * spare), 0.0])
e1 = me * k_event / mass_sum + q
e2 = me * k_event / mass_sum - q
hole = mh * k_event / mass_sum
assert norm(e1 + e2 + hole - k_event) < 1e-12
balance = (conduction_energy(k_event, me)
           + valence_energy(-hole, gap, mh, np.zeros(3))
           - conduction_energy(e1, me) - conduction_energy(e2, me))
assert abs(balance) < 1e-12

# Energy budget from the wave vectors found by the search.
electron1 = conduction_energy(k1, me)
electron2 = conduction_energy(k2, me)
hole_energy = np.dot(kv, kv) / (2 * mh)
final_kinetic = electron1 + electron2 + hole_energy
assert abs(final_kinetic - gap * me / (me + mh)) < 1e-5 * gap
assert abs(hole_energy / final_kinetic - mh / mass_sum) < 2e-3

# A displaced valence maximum can lower the threshold to the gap.
shift = np.array([np.sqrt(2 * me * gap), 0.0, 0.0])
shifted, shifted_vectors = search_threshold(gap, me, mh, shift)
assert abs(shifted / gap - 1) < 1e-5
assert norm(shifted_vectors[0] + shift) < 2e-2 * norm(shift)

ev = HARTREE_EV
inv_a = 1 / BOHR_ANGSTROM
print(f"Gap: {gap_ev:.2f} eV")
print(f"Electron mass: {me:.2f} electron masses")
print(f"Hole mass: {mh:.2f} electron masses")
print(f"Threshold, formula: {eth * ev:.4f} eV")
print(f"Threshold, formula: {eth:.5f} hartree")
print(f"Threshold, constrained search: {searched * ev:.4f} eV")
print(f"Threshold / gap: {eth / gap:.4f} (no unit)")
print(f"Initial wave vector at threshold: {norm(ki)*inv_a:.4f} 1/angstrom")
print(f"Final electron 1 wave vector: {norm(k1)*inv_a:.4f} 1/angstrom")
print(f"Final electron 2 wave vector: {norm(k2)*inv_a:.4f} 1/angstrom")
print(f"Hole wave vector: {norm(kv)*inv_a:.4f} 1/angstrom")
print(f"Final electron 1 kinetic energy: {electron1 * ev:.4f} eV")
print(f"Final electron 2 kinetic energy: {electron2 * ev:.4f} eV")
print(f"Hole kinetic energy: {hole_energy * ev:.4f} eV")
print(f"Total final kinetic energy: {final_kinetic * ev:.4f} eV")
print(f"Energy margin at 0.98 threshold: {margins[0] * ev:.4f} eV")
print(f"Energy margin at 1.02 threshold: {margins[1] * ev:.4f} eV")
print(f"Event above threshold, initial energy: {event_ev:.2f} eV")
print(f"Event, initial wave vector: {norm(k_event)*inv_a:.4f} 1/angstrom")
print(f"Event, energy of relative motion: {spare * ev:.4f} eV")
print(f"Event, transverse wave vector q: {norm(q)*inv_a:.4f} 1/angstrom")
print(f"Event, parallel part per electron: {e1[0]*inv_a:.4f} 1/angstrom")
print(f"Event, hole wave vector: {norm(hole)*inv_a:.4f} 1/angstrom")
print(f"Event, energy per electron: {conduction_energy(e1, me)*ev:.4f} eV")
print(f"Event, hole energy: {np.dot(hole, hole)/(2*mh)*ev:.4f} eV")
for ratio in (0.01, 1.0, 5.0, 100.0):
    value = eigenvalue_threshold(1.0, 1.0, ratio)
    assert abs(value - threshold_formula(1.0, 1.0, ratio)) < 1e-9
    print(f"Hole/electron mass {ratio:g}: threshold/gap {value:.4f} (no unit)")
print(f"Displacement of valence maximum: {norm(shift)*inv_a:.4f} 1/angstrom")
print(f"Threshold with displaced maximum: {shifted * ev:.4f} eV")
print("OK")
```

Printed output:

```
Gap: 3.40 eV
Electron mass: 0.20 electron masses
Hole mass: 1.00 electron masses
Threshold, formula: 3.9667 eV
Threshold, formula: 0.14577 hartree
Threshold, constrained search: 3.9667 eV
Threshold / gap: 1.1667 (no unit)
Initial wave vector at threshold: 0.4563 1/angstrom
Final electron 1 wave vector: 0.0652 1/angstrom
Final electron 2 wave vector: 0.0652 1/angstrom
Hole wave vector: 0.3259 1/angstrom
Final electron 1 kinetic energy: 0.0810 eV
Final electron 2 kinetic energy: 0.0810 eV
Hole kinetic energy: 0.4048 eV
Total final kinetic energy: 0.5667 eV
Energy margin at 0.98 threshold: -0.0680 eV
Energy margin at 1.02 threshold: 0.0680 eV
Event above threshold, initial energy: 4.50 eV
Event, initial wave vector: 0.4860 1/angstrom
Event, energy of relative motion: 0.4571 eV
Event, transverse wave vector q: 0.1095 1/angstrom
Event, parallel part per electron: 0.0694 1/angstrom
Event, hole wave vector: 0.3472 1/angstrom
Event, energy per electron: 0.3204 eV
Event, hole energy: 0.4592 eV
Hole/electron mass 0.01: threshold/gap 1.9901 (no unit)
Hole/electron mass 1: threshold/gap 1.5000 (no unit)
Hole/electron mass 5: threshold/gap 1.1667 (no unit)
Hole/electron mass 100: threshold/gap 1.0099 (no unit)
Displacement of valence maximum: 0.4225 1/angstrom
Threshold with displaced maximum: 3.4000 eV
OK
```
